# A Grain-Boundary Well That Transmits Free Electrons Without Reflection

When the resistance of a metal line is calculated, one has to decide what to do with the potential found at a grain boundary. A simple shortcut is to keep only its area, put a delta function of that area in its place, and take the reflection coefficient from that. The choice can decide the answer: a potential nearly 2 eV deep may add no resistance at all, while a delta function of the same area reflects more than half of the electrons. The example that shows this can be solved in closed form.

Take two identical grains in which electrons are free, with one scalar mass \(m\) and the same band bottom, chosen as the zero of energy. The boundary is the plane \(x=0\), and the total potential, screening included, is

\[
V(x)=-\frac{\hbar^2\kappa^2}{m}\,\mathrm{sech}^2(\kappa x),\qquad \kappa>0 .
\]

It is static and does not vary along the plane, so the energy and the in-plane wavevector \(\mathbf k_\parallel\) are conserved. Writing \(\Psi=e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\psi(x)\) and \(E=\hbar^2(k_\parallel^2+k^2)/2m\), the in-plane kinetic energy cancels from the Schrödinger equation. Multiplying what remains by \(2m/\hbar^2\) gives

\[
-\psi''-2\kappa^2\,\mathrm{sech}^2(\kappa x)\,\psi=k^2\psi .
\]

For an electron at the Fermi surface, \(k=k_F\cos\theta\), where \(\theta\) is measured from the normal. Nongrazing means \(\theta<90^\circ\), hence \(k>0\). At \(90^\circ\) no flux approaches the boundary and a transmission probability has no meaning.

The equation can be solved by connecting it to free motion. Let \(W=\kappa\tanh\kappa x\), and define

\[
A=\frac{d}{dx}+W,\qquad B=-\frac{d}{dx}+W .
\]

Acting on any smooth function \(f\), the two products are

\[
\begin{aligned}
ABf&=(-f'+Wf)'+W(-f'+Wf)=-f''+(W^2+W')f,\\
BAf&=-(f'+Wf)'+W(f'+Wf)=-f''+(W^2-W')f,
\end{aligned}
\]

because the terms \(Wf'\) cancel in each line. Now \(W'=\kappa^2\mathrm{sech}^2\kappa x\) and \(W^2=\kappa^2-\kappa^2\mathrm{sech}^2\kappa x\). In the first product the sech² terms cancel; in the second they add. With \(H_0=-d^2/dx^2\) for free motion and \(H=-d^2/dx^2-2\kappa^2\mathrm{sech}^2\kappa x\) for the well,

\[
AB=H_0+\kappa^2,\qquad BA=H+\kappa^2 .
\]

It follows that

\[
HB=(BA-\kappa^2)B=B(AB-\kappa^2)=BH_0 .
\]

If \(f\) solves the free equation with eigenvalue \(k^2\), then \(Bf\) solves the equation of the well with the same eigenvalue. The plane wave \(e^{ikx}\) therefore gives

\[
\psi_k(x)=Be^{ikx}=(\kappa\tanh\kappa x-ik)\,e^{ikx}.
\]

Since \(\tanh\kappa x\to\pm1\), its limits are

\[
\psi_k\to-(\kappa+ik)e^{ikx}\ (x\to-\infty),\qquad
\psi_k\to(\kappa-ik)e^{ikx}\ (x\to+\infty).
\]

A wave incident from the left would in general be accompanied there by a reflected wave \(e^{-ikx}\). None is present, so \(r=0\). The solution with a purely outgoing wave on the right is unique up to a factor, so this is the scattering state. The ratio of the two amplitudes is

\[
t=\frac{\kappa-ik}{-(\kappa+ik)}=\frac{ik-\kappa}{ik+\kappa}
=\frac{k+i\kappa}{k-i\kappa},\qquad |t|^2=\frac{k^2+\kappa^2}{k^2+\kappa^2}=1,
\]

where the last form of \(t\) follows on multiplying numerator and denominator by \(-i\). Because \(V\) is even, the same holds for incidence from the right. Both \(\mathbf k_\parallel\) and \(k\) are the same on the two sides, so the electron also keeps its direction.

The well still acts on the electron. The phase of \(t\) is \(\delta(k)=2\arctan(\kappa/k)\). The centre of a transmitted packet lies where the phase \(kx+\delta(k)-\hbar k^2t_0/2m\) is stationary in \(k\), \(t_0\) being the time. This gives \(x=\hbar kt_0/m-\delta'(k)\), so the packet is ahead of a free one by

\[
\Delta x=-\frac{d\delta}{dk}=\frac{2\kappa}{k^2+\kappa^2}.
\]

The same length appears in the density. Normalized to unit density far away,

\[
\frac{|\psi_k|^2}{k^2+\kappa^2}=\frac{\kappa^2\tanh^2\kappa x+k^2}{k^2+\kappa^2}
=1-\frac{\kappa^2\,\mathrm{sech}^2\kappa x}{k^2+\kappa^2},
\]

and since \(\int\mathrm{sech}^2\kappa x\,dx=2/\kappa\), the integrated deficit is \(2\kappa/(k^2+\kappa^2)\). The travelling electron moves faster through the well and is less likely to be found there.

The well also holds a bound state. The condition \(A\varphi=0\) reads \(\varphi'=-\kappa\tanh(\kappa x)\,\varphi\), with solution \(\varphi=\mathrm{sech}\,\kappa x\). Then \(BA\varphi=0\), so \(H\varphi=-\kappa^2\varphi\), and the normal energy is \(-\hbar^2\kappa^2/2m\), half the depth of the well. There is no second negative level. From \(AH=H_0A\), any other bound function \(\varphi\) would give a decaying free solution \(A\varphi\) of negative energy; no such solution exists except zero, which leads back to \(A\varphi=0\). With motion along the plane, the level becomes a two-dimensional subband. In this model its electrons carry no current across the boundary, since nothing scatters them out of it.

To turn transmission into resistance, place the boundary between ideal reservoirs at low temperature and small voltage. Each transverse mode contributes \((2e^2/h)T\) to the conductance, the 2 being for spin. The number of modes per area is the area of the disc \(k_\parallel<k_F\) divided by \((2\pi)^2\), or \(k_F^2/4\pi\). Hence

\[
\frac{G}{\mathcal A}=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}\,\langle T\rangle,\qquad
\langle T\rangle=\int_0^1 2\mu\,T(k_F\mu)\,d\mu,\qquad \mu=\cos\theta .
\]

The weight follows from \(k_\parallel^2=k_F^2(1-\mu^2)\): a ring of the disc has relative area \(2k_\parallel|dk_\parallel|/k_F^2=2\mu\,d\mu\). If \(\rho_0\) is the resistance times area without the boundary, then the boundary adds

\[
\rho_b=\rho_0\left(\frac{1}{\langle T\rangle}-1\right),\qquad
\rho_0=\frac{h}{2e^2}\,\frac{4\pi}{k_F^2}.
\]

For the sech² well \(\langle T\rangle=1\) and \(\rho_b=0\). What remains is \(\rho_0\), which belongs to the contacts and is there without any boundary. Thermal smearing alone does not change this, because \(T=1\) at every energy.

A long line is diffusive, and there the question is whether a voltage step forms at the boundary. Let \(g(\mathbf k)\) be the deviation of the Boltzmann distribution from equilibrium. For electrons leaving the boundary to the right, with \(k>0\),

\[
g_R(k,\mathbf k_\parallel)=T\,g_L(k,\mathbf k_\parallel)+(1-T)\,g_R(-k,\mathbf k_\parallel),
\]

with the mirror-image condition on the left. In a uniform field and with a relaxation time, the bulk solution is proportional to \(k\) and the same in both grains. If \(T=1\), it satisfies the matching condition as it stands, so the field stays uniform and there is no step. If \(T<1\), the condition would demand \(g(k)=g(-k)\), which an odd nonzero function cannot meet, and the distribution near the boundary must change. This argument treats the boundary as thin compared with the mean free path and leaves out bulk scattering into the bound subband.

If the electron stays coherent between the well and other scatterers, the phase \(\delta\) matters for a single sample. Consider one normal channel and two scatterers with reflection probabilities \(R_1,R_2\) and transmission probabilities \(T_1,T_2\), one on each side of the well and clear of it. Summing the repeated reflections between them as a geometric series gives

\[
\frac1T=\frac{\left|1-\sqrt{R_1R_2}\,e^{i\phi}\right|^2}{T_1T_2}
=\frac{1+R_1R_2-2\sqrt{R_1R_2}\cos\phi}{T_1T_2},
\]

where \(\phi\) is the phase of one round trip. The well adds \(2\delta\) to \(\phi\) and changes nothing else. Averaged over one period of the spacing, the cosine vanishes with or without the well. A numerical test at \(k=k_F\) of the example below used two repulsive Gaussians in \(2mV/\hbar^2\), of height 200 nm⁻² and standard deviation 0.03 nm, at eight equally spaced separations covering one period. The mean of \(1/T\) was 2.0907 in both cases, although at one separation the well changed \(1/T\) by 1.52. Such a boundary can thus raise or lower the resistance of a particular coherent sample, without changing this average.

For numbers, take a free-electron metal in the regime of gold, whose conductors are used in contacts and bond wires. A rough lattice constant \(a=0.41\) nm, four atoms per cubic cell and one conduction electron per atom give

\[
k_F=\left(\frac{3\pi^2\cdot4}{a^3}\right)^{1/3}=11.98\ \text{nm}^{-1},\qquad E_F=5.47\ \text{eV}.
\]

Choose \(\kappa=5\) nm⁻¹. The depth is \((2\kappa^2/k_F^2)E_F=0.3485\times5.466=1.90\) eV, and the full width at half depth is \(2\,\mathrm{arcosh}\sqrt2/\kappa=0.35\) nm, about one and a half times the spacing \(a/\sqrt3=0.24\) nm of close-packed planes. The bound level lies 0.95 eV below the band bottom. At normal incidence the phase is \(2\arctan(5/11.98)=45.3^\circ\) and the packet is advanced by \(10/(143.5+25)=0.059\) nm. At \(89^\circ\) the phase has grown to \(175^\circ\) and the advance to 0.399 nm, close to its limit \(2/\kappa=0.4\) nm. Direct integration of the wave equation at 0, 30, 60, 80 and 89° confirmed the formula for \(t\), with a reflection that was zero to numerical accuracy, below \(10^{-22}\).

Now keep the area of the potential and discard its shape. The area is \((\hbar^2\kappa^2/m)(2/\kappa)=2\hbar^2\kappa/m\), so in the scaled equation the well becomes \(-4\kappa\,\delta(x)\). Integrating across it gives \(\psi'(0^+)-\psi'(0^-)=-4\kappa\,\psi(0)\). With \(e^{ikx}+re^{-ikx}\) on the left and \(te^{ikx}\) on the right, continuity requires \(1+r=t\), and the slopes require

\[
ikt-ik(1-r)=2ik(t-1)=-4\kappa t .
\]

Hence \(t=k/(k-2i\kappa)\), and

\[
R_\delta=1-|t|^2=\frac{4\kappa^2}{k^2+4\kappa^2}=\frac{1}{1+(k/2\kappa)^2}.
\]

At normal incidence this is \(1/(1+1.198^2)=0.411\). With \(b=2\kappa/k_F\), the flux average is

\[
\langle R_\delta\rangle=\int_0^1\frac{2\mu\,b^2}{\mu^2+b^2}\,d\mu
=b^2\ln\!\left(1+\frac1{b^2}\right)=0.62 .
\]

The contact term is \(\rho_0=1.130\) fΩ m² (1 fΩ m² = \(10^{-15}\) Ω m²), so the delta well adds \(1.130\,(0.62/0.38)\approx1.8\) fΩ m², where the sech² well of equal area adds zero. The area of a boundary potential does not determine its resistance.

The sign and the depth matter too. With \(\kappa\) and \(k_F\) held fixed, reversing the sign of \(V\) gives a barrier with \(\langle R\rangle=0.319\) and \(\rho_b=0.53\) fΩ m². Its size can be estimated classically: electrons with \(k^2<2\kappa^2\) lack the normal energy to cross, and they carry a fraction \(2\kappa^2/k_F^2=0.349\) of the flux. Tunnelling lowers this estimate and reflection above the top of the barrier raises it, so the two corrections partly offset each other. Halving the depth of the well gives \(\langle R\rangle=0.023\) and 0.026 fΩ m². Making the well 10% deeper gives 0.0029 and 0.0032 fΩ m².

The small average of the deeper well hides strong reflection near grazing incidence: at \(89^\circ\) it reflects 0.705 of the flux. The reason lies at threshold. For the original well the solution at \(k=0\) is \(\psi_0=\tanh\kappa x\), which is flat on both sides. Let \(U=-2\kappa^2\mathrm{sech}^2\kappa x\), let the deeper well be \((1+\varepsilon)U\), and let \(\chi\) be its threshold solution that tends to 1 on the right. On the left \(\chi\) has a constant slope \(\beta\). From \(\chi''=(1+\varepsilon)U\chi\) and \(\psi_0''=U\psi_0\),

\[
(\psi_0\chi'-\chi\psi_0')'=\varepsilon U\psi_0\chi .
\]

The bracket vanishes on the right and equals \(-\beta\) on the left. Integrating, and setting \(\chi\approx\psi_0\) under the integral to leading order in \(\varepsilon\),

\[
\beta\approx-2\varepsilon\kappa^2\!\int\!\mathrm{sech}^2\kappa x\,\tanh^2\kappa x\,dx=-\frac{4\varepsilon\kappa}{3}.
\]

For small \(k\ll\kappa\), the unperturbed wave on the left is nearly \(-e^{ikx}\), with value \(-1\) and slope \(-ik\) when continued to the boundary. The perturbation adds \(\beta\) to the slope. Matching to \(ae^{ikx}+ce^{-ikx}\) gives \(a+c=-1\) and \(ik(a-c)=-ik+\beta\), so \(a=-1+\beta/2ik\) and \(c=-\beta/2ik\). Therefore

\[
R\approx\frac{|c|^2}{|a|^2}=\frac{\beta^2}{4k^2+\beta^2}.
\]

With \(\varepsilon=0.1\), \(|\beta|=0.667\) nm⁻¹ and \(k=0.209\) nm⁻¹ this is 0.72, near the computed 0.705. As \(k\to0\) the detuned well reflects completely, while the original one, with \(\beta=0\), keeps \(T=1\) and \(t\to-1\). Perfect transmission at all angles thus depends on the tuned depth, but the resistance is forgiving, because grazing electrons carry little normal flux.

A well also attracts charge, and this sets a condition on any boundary that could support it. Per area, the bound subband filled to \(E_F\) holds \(2\pi(k_F^2+\kappa^2)/(2\pi)^2=(k_F^2+\kappa^2)/2\pi\) electrons. Against this stands the deficit of the travelling states. For each \(k\) the occupied disc of \(\mathbf k_\parallel\) contributes \((k_F^2-k^2)/4\pi\), so with spin the deficit is

\[
\begin{aligned}
D&=2\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,\frac{k_F^2-k^2}{4\pi}\,\frac{2\kappa}{k^2+\kappa^2}
=\frac{\kappa}{2\pi^2}\int_{-k_F}^{k_F}\left[\frac{k_F^2+\kappa^2}{k^2+\kappa^2}-1\right]dk\\
&=\frac{1}{\pi^2}\left[(k_F^2+\kappa^2)\arctan\frac{k_F}{\kappa}-\kappa k_F\right].
\end{aligned}
\]

Subtracting \(D\) from the bound part, and using \(\pi/2-\arctan(k_F/\kappa)=\arctan(\kappa/k_F)\), the excess is

\[
N=\frac{1}{\pi^2}\left[(k_F^2+\kappa^2)\arctan\frac{\kappa}{k_F}+\kappa k_F\right]=12.8\ \text{nm}^{-2}.
\]

Diagonalization in a box 60 nm long, with and without the well, gave 12.83 nm⁻² against 12.82 from the formula. A close-packed plane of the metal has \(4/(\sqrt3a^2)=13.7\) atoms per nm², so the well needs about 0.93 extra positive charges per atom of one plane to be neutral.

This is far from a clean gold boundary, which has no such source of charge. A nearly full layer of foreign atoms with one more valence electron each could supply the total, but neutrality alone does not fix the shape or depth of the potential, so such a layer need not produce this well. The example is thus gold-like only in its electron density and the free-electron Fermi energy that follows from it. It leaves out the filled d bands of gold, which lie a few eV below the Fermi level, in the range of the bound level, and it is not a model of a typical gold boundary. Grain boundaries in real noble metals do add resistance. Real boundaries break several assumptions at once. Misoriented grains present different bands to the electron; as a trial size, a mass 20% larger on the far side, with the same well, band bottom and Fermi energy, reflects 0.0079 of the flux arriving from the lighter side. Real boundaries also vary along their plane, which breaks the conservation of \(\mathbf k_\parallel\). A 20% modulation of the depth in one direction, with a period of 1 nm, sends 0.010 of the flux forward into other directions and reflects about 0.001. Much of this reflection comes from narrow resonances, where the modulation couples the travelling electron to the bound subband and nearly all of the flux can return. The 240 directions sampled in the numerical output miss these resonances and give only 0.0003; the spread of that sample therefore understates its error. In a diffusive line the forward part can also relax the current. These are chosen perturbations of this well, not properties of gold, and they do not bound what atomic disorder or a different potential may do.

For a calculation of line resistance, the consequence is that a boundary potential should be passed through a scattering calculation, with its shape and sign kept, before a resistance is assigned to it. The flux average used here then gives the resistance added between ideal reservoirs. In a long diffusive line, \(g\) is proportional to \(k\) far from the boundary, so grazing electrons count for less, and the matching condition has to be solved together with the bulk scattering. The numerical output gives the phase and the packet advance at the other angles.

## Numbers as computed

```
rough lattice constant: 0.41 nm
Fermi wavenumber: 11.978 1/nm
Fermi energy: 5.466 eV
kappa: 5.00 1/nm
well depth: 1.905 eV
well full width at half depth: 0.353 nm
bound level from band bottom: -0.952 eV
bound level, box diagonalization: -0.953 eV
angle (deg), k (1/nm), phase (deg), packet advance (nm):
  0, 11.978, 45.32, 0.0594
  30, 10.373, 51.47, 0.0754
  60, 5.989, 79.72, 0.1643
  80, 2.080, 134.83, 0.3410
  89, 0.209, 175.21, 0.3993
largest computed R at these angles: 8.3e-23
Landauer resistance x area, no boundary: 1.130 fohm m^2
flux-averaged R, added resistance x area (fohm m^2):
  exact well: 9.25e-25, 0
  well 10% deeper: 0.00285, 0.00323
  half-depth well: 0.0226, 0.0261
  reversed potential (barrier): 0.319, 0.531
  delta well of equal area: 0.62, 1.85
delta-well R at normal incidence: 0.411
R at 89 deg, well 10% deeper: 0.705
two scatterers, mean 1/T without well: 2.09074
two scatterers, mean 1/T with well: 2.09074
largest change of 1/T at one spacing: 1.523
excess electrons, formula: 12.82 per nm^2
excess electrons, box diagonalization: 12.83 per nm^2
atoms in a close-packed plane: 13.74 per nm^2
excess electrons per plane atom: 0.93
mass ratio across boundary: 1.20
flux-averaged R with mass step: 0.0079
in-plane depth modulation: 20 %, period 1.0 nm
modulated well, mean reflected fraction: 0.0003
  sampling spread of that mean: 0.0001
modulated well, mean forward-diffracted fraction: 0.0100
```
